# Debugging a numerical check: Pauli-Blocked Core Transitions and the Valence f-Sum in PAW

```python
"""
Result under test: for one valence electron in a local potential, the sum of
oscillator strengths over final states allowed by the Pauli principle is
    F_allowed = 1 + sum_core |f(valence -> core)|  >  1,
because transitions into filled core states have negative strength.
The core electrons lose the same amount, so the total is the electron number.

Symbols (atomic units inside the program, eV and angstrom in the output):
  f = 2 (E_final - E_initial) |<final|z|initial>|^2   oscillator strength
  u(r) = r R(r)   radial function; vectors hold sqrt(quadrature weight) * u
  Phi, Phi_ps     all-electron and pseudo partial waves of PAW
  Proj            PAW projector functions; S_ps is the PAW overlap operator
Atoms: spherical, spin-restricted LDA, in a hard-wall box.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre, comb
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10

# ---------- spectral radial grid (Legendre-Lobatto points, rational map) ----
ORDER, BOX, SCALE = 180, 35.0, 3.0
x = np.concatenate(([-1.0], roots_jacobi(ORDER - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(ORDER, x)
weight = 2.0 / (ORDER * (ORDER + 1) * leg**2)
gap = x[:, None] - x[None, :] + np.eye(ORDER + 1)
deriv = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(deriv, 0.0)
deriv[0, 0] = -ORDER * (ORDER + 1) / 4.0
deriv[-1, -1] = ORDER * (ORDER + 1) / 4.0
shift = 2.0 * SCALE / BOX
jac_all = SCALE * (2.0 + shift) / (1.0 - x + shift) ** 2
r = (SCALE * (1.0 + x) / (1.0 - x + shift))[1:-1]
jac = jac_all[1:-1]
mass = weight[1:-1] * jac
root = np.sqrt(mass)
d_in = deriv[:, 1:-1]
stiff = d_in.T @ ((weight / jac_all)[:, None] * d_in)
kinetic = 0.5 * stiff / np.outer(root, root)


def hamiltonian(pot, l):
    return kinetic + np.diag(pot + l * (l + 1) / (2.0 * r**2))


def strengths(e_i, c_i, l_i, e_f, c_f, l_f):
    """Strengths for z polarization, summed over magnetic quantum numbers."""
    radial = c_f.T @ (r * c_i)
    return 2.0 * (e_f - e_i) * radial**2 * max(l_i, l_f) / 3.0


def velocity_strength(e_s, c_s, e_p, c_p):
    """Strength s -> p from the gradient operator instead of the position."""
    u_s = c_s / root
    du_s = (deriv[1:-1, 1:-1] @ u_s) / jac
    grad = np.sum(root * c_p * (du_s - u_s / r))
    return 2.0 * grad**2 / (3.0 * (e_p - e_s))


def solve_atom(charge, shells):
    """shells: list of (l, index within l, electrons). Returns potential."""
    n_el = sum(s[2] for s in shells)
    pot = -(1.0 + (charge - 1.0) * np.exp(-1.5 * r)) / r
    for _ in range(500):
        eig = {l: eigh(hamiltonian(pot, l)) for l in (0, 1)}
        dens = sum(q * (eig[l][1][:, k] / root) ** 2 for l, k, q in shells)
        hartree = np.linalg.solve(stiff, mass * dens / r) / r + n_el / BOX
        rho = dens / (4.0 * np.pi * r**2)
        v_xc = libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0]
        new = -charge / r + hartree + v_xc
        change = np.max(np.abs(r * (new - pot)))
        if change < 1e-7:
            return pot
        pot = pot + 0.3 * (new - pot)
    raise AssertionError("self-consistency not reached")


# ---------- solver test on hydrogen, where exact results are known ----------
es, cs = eigh(hamiltonian(-1.0 / r, 0))
ep, cp = eigh(hamiltonian(-1.0 / r, 1))
f_h = strengths(es[0], cs[:, 0], 0, ep[:1], cp[:, :1], 1)[0]
assert abs(es[0] + 0.5) < 1e-6
assert abs(f_h - 2.0**13 / 3.0**9) < 1e-5
print(f"Hydrogen test: 1s energy = {es[0]*EV:.4f} eV, f(1s->2p) = {f_h:.5f}")
print(f"Box radius = {BOX*ANG:.3f} angstrom")


def analyse(name, charge, shells, valence_index):
    pot = solve_atom(charge, shells)
    eig = {l: eigh(hamiltonian(pot, l)) for l in (0, 1, 2)}
    e_v = eig[0][0][valence_index]
    c_v = eig[0][1][:, valence_index]
    e_p, c_p = eig[1]
    n_core_p = sum(1 for l, k, q in shells if l == 1)
    f = strengths(e_v, c_v, 0, e_p, c_p, 1)
    allowed = f[n_core_p:].sum()
    f_vel = np.array([velocity_strength(e_v, c_v, e_p[k], c_p[:, k])
                      for k in range(n_core_p)])
    assert abs(f.sum() - 1.0) < 1e-5
    assert np.all(f[:n_core_p] < 0.0)
    assert np.allclose(f[:n_core_p], f_vel, rtol=1e-4, atol=1e-8)
    assert abs(allowed - (1.0 - f_vel.sum())) < 1e-5
    assert allowed - 1.0 > 1e-4

    # core electrons having the spin of the valence electron
    filled = {(l, k) for l, k, q in shells}
    core = filled - {(0, valence_index)}
    n_core = sum(2 * l + 1 for l, k in core)
    core_sum = 0.0
    for l, k in core:
        for l_f in (l - 1, l + 1):
            if l_f < 0:
                continue
            g = strengths(eig[l][0][k], eig[l][1][:, k], l,
                          eig[l_f][0], eig[l_f][1], l_f)
            core_sum += sum(g[j] for j in range(len(g))
                            if (l_f, j) not in filled)
    assert abs(core_sum - (n_core - (allowed - 1.0))) < 1e-4
    assert abs(core_sum + allowed - (n_core + 1)) < 1e-4

    n_v = valence_index + 1
    print(f"--- {name} (LDA) ---")
    print(f"{name} {n_v}s valence energy = {e_v*EV:.3f} eV")
    for k in range(n_core_p):
        dip = abs(np.sum(c_p[:, k] * r * c_v)) / np.sqrt(3.0)
        print(f"{name} {k+2}p core energy = {e_p[k]*EV:.3f} eV")
        print(f"{name} |<{k+2}p|z|{n_v}s>| = {dip*ANG:.5f} angstrom")
        print(f"{name} f({n_v}s->{k+2}p), length form = {f[k]:.6f}")
        print(f"{name} f({n_v}s->{k+2}p), velocity form = {f_vel[k]:.6f}")
    print(f"{name} f({n_v}s->{n_core_p+2}p), first allowed = "
          f"{f[n_core_p]:.5f}")
    print(f"{name} sum over all final states = {f.sum():.6f}")
    print(f"{name} sum over allowed final states = {allowed:.6f}")
    print(f"{name} excess over one electron = {100*(allowed-1):.3f} percent")
    print(f"{name} same-spin core electrons = {n_core}")
    print(f"{name} their allowed sum = {core_sum:.6f}")
    print(f"{name} core plus valence, this spin = {core_sum+allowed:.6f}")
    return pot, e_v, c_v, e_p, c_p, f


sodium = [(0, 0, 2), (0, 1, 2), (1, 0, 6), (0, 2, 1)]
potassium = [(0, 0, 2), (0, 1, 2), (1, 0, 6), (0, 2, 2), (1, 1, 6), (0, 3, 1)]
pot, e_s, c_s, e_p, c_p, f_ae = analyse("Na", 11, sodium, 2)
for limit in (25.0, 100.0, 300.0, 1000.0):
    part = f_ae[1:][e_p[1:] * EV < limit].sum()
    print(f"Na allowed sum, final energy below {limit:.0f} eV = {part:.5f}")
analyse("K", 19, potassium, 3)

# ---------- explicit PAW construction for the p channel of sodium -----------
R_CUT = 2.0


def smooth_inside(values, first_power, n_terms):
    """Replace values at r < R_CUT by a polynomial joined smoothly there."""
    near = np.abs(r - R_CUT) < 0.4
    taylor = np.polynomial.polynomial.polyfit(r[near] - R_CUT,
                                              values[near], 7)[:n_terms]
    powers = first_power + 2 * np.arange(n_terms)
    system = np.array([[comb(p, n) * R_CUT ** float(p - n) for p in powers]
                       for n in range(n_terms)])
    coef = np.linalg.solve(system, taylor)
    poly = sum(a * r ** float(p) for a, p in zip(coef, powers))
    return np.where(r < R_CUT, poly, values)


upper = int(np.argmin(np.abs(e_p * EV - 25.0)))
chosen = [1, upper]
Phi = c_p[:, chosen]
Phi_ps = np.column_stack([root * smooth_inside(Phi[:, k] / root, 2, 4)
                          for k in range(2)])
s_ps = root * smooth_inside(c_s / root, 1, 4)
h_loc = hamiltonian(smooth_inside(pot, 0, 3), 1)
chi = Phi_ps * e_p[chosen] - h_loc @ Phi_ps
Proj = chi @ np.linalg.inv(Phi_ps.T @ chi)
d_mat = np.diag(e_p[chosen]) - Phi_ps.T @ h_loc @ Phi_ps
q_mat = Phi.T @ Phi - Phi_ps.T @ Phi_ps
H_ps = h_loc + Proj @ d_mat @ Proj.T
S_ps = np.eye(len(r)) + Proj @ q_mat @ Proj.T
e_paw, c_paw = eigh(0.5 * (H_ps + H_ps.T), 0.5 * (S_ps + S_ps.T))

smooth_dip = c_paw.T @ (r * s_ps)
one_centre = Phi.T @ (r * c_s) - Phi_ps.T @ (r * s_ps)
full_dip = smooth_dip + (c_paw.T @ Proj) @ one_centre
f_paw = 2.0 * (e_paw - e_s) * full_dip**2 / 3.0
f_smooth = 2.0 * (e_paw - e_s) * smooth_dip**2 / 3.0

# states strictly between the two reference states were not fitted
inner_err = np.max(np.abs(e_paw[1:upper - 1] - e_p[2:upper])) * EV
inner_ae = f_ae[2:upper].sum()
inner_paw = f_paw[1:upper - 1].sum()
print("--- PAW for Na, two p partial waves ---")
print(f"PAW augmentation radius = {R_CUT*ANG:.4f} angstrom")
print(f"PAW reference energies = {e_p[1]*EV:.3f} and {e_p[upper]*EV:.3f} eV")
print(f"Lowest PAW p energy = {e_paw[0]*EV:.3f} eV (no 2p state)")
print(f"Unfitted states between references = {upper-2}")
print(f"Largest energy error among them = {inner_err:.5f} eV")
print(f"Their strength, all-electron = {inner_ae:.6f}")
print(f"Their strength, PAW = {inner_paw:.6f}")
print(f"Window sum, all-electron = {f_ae[1:upper+1].sum():.6f}")
print(f"Window sum, full PAW dipole = {f_paw[:upper].sum():.6f}")
print(f"Window sum, smooth part only = {f_smooth[:upper].sum():.6f}")
print(f"Sum over all PAW states, finite set = {f_paw.sum():.5f}")
assert inner_err < 0.2
assert abs(inner_paw - inner_ae) < 2e-3
assert abs(f_paw[:upper].sum() - f_ae[1:upper + 1].sum()) < 2e-3

print("ALL CHECKS PASSED")
```

It fails:

```
Hydrogen test: 1s energy = -13.6057 eV, f(1s->2p) = 0.41620
Box radius = 18.521 angstrom
--- Na (LDA) ---
Na 3s valence energy = -2.814 eV
Na 2p core energy = -28.861 eV
Na |<2p|z|3s>| = 0.08725 angstrom
Na f(3s->2p), length form = -0.052045
Na f(3s->2p), velocity form = -0.052045
Na f(3s->3p), first allowed = 0.95537
Na sum over all final states = 1.000000
Na sum over allowed final states = 1.052045
Na excess over one electron = 5.205 percent
Na same-spin core electrons = 5
Na their allowed sum = 4.947955
Na core plus valence, this spin = 6.000000
Na allowed sum, final energy below 25 eV = 1.00981
Na allowed sum, final energy below 100 eV = 1.03323
Na allowed sum, final energy below 300 eV = 1.04513
Na allowed sum, final energy below 1000 eV = 1.05060
--- K (LDA) ---
K 4s valence energy = -2.417 eV
K 2p core energy = -279.838 eV
K |<2p|z|4s>| = 0.00576 angstrom
K f(4s->2p), length form = -0.002412
K f(4s->2p), velocity form = -0.002412
K 3p core energy = -18.879 eV
K |<3p|z|4s>| = 0.16502 angstrom
K f(4s->3p), length form = -0.117660
K f(4s->3p), velocity form = -0.117660
K f(4s->4p), first allowed = 1.05305
K sum over all final states = 1.000000
K sum over allowed final states = 1.120072
K excess over one electron = 12.007 percent
K same-spin core electrons = 9
K their allowed sum = 8.879928
K core plus valence, this spin = 10.000000
--- PAW for Na, two p partial waves ---
PAW augmentation radius = 1.0584 angstrom
PAW reference energies = -0.776 and 25.352 eV
Lowest PAW p energy = -20.385 eV (no 2p state)
Unfitted states between references = 13
Largest energy error among them = 3.09303 eV
Their strength, all-electron = 0.054443
Their strength, PAW = 1.007277
Window sum, all-electron = 1.012128
Window sum, full PAW dipole = 0.979492
Window sum, smooth part only = 0.959182
Sum over all PAW states, finite set = 1.01531
Traceback (most recent call last):
  File "check.py", line 206, in <module>
    assert inner_err < 0.2
           ^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The PAW p channel had a spurious bound state (a ghost) at −20.4 eV, below 3p, so every PAW state was compared with the wrong all-electron state; all sum-rule tests on the two atoms had already held. The fault lay in the PAW dataset, whose smooth local potential was fixed without any check for ghosts. The program now scans the cutoff radius and the depth of that potential, and keeps the dataset with the smallest energy error on the unfitted states. The energy test therefore now checks a selected quantity, while the strengths play no part in the choice and remain an independent test; all tolerances and the 25 eV range are unchanged, and a test that the PAW window sum exceeds one is added.

Diff:

```diff
@@ -9,6 +9,6 @@
   f = 2 (E_final - E_initial) |<final|z|initial>|^2   oscillator strength
   u(r) = r R(r)   radial function; vectors hold sqrt(quadrature weight) * u
-  Phi, Phi_ps     all-electron and pseudo partial waves of PAW
-  Proj            PAW projector functions; S_ps is the PAW overlap operator
+  Phi, phi_ps     all-electron and pseudo partial waves of PAW
+  proj            PAW projector functions; s_mat is the PAW overlap operator
 Atoms: spherical, spin-restricted LDA, in a hard-wall box.
 """
@@ -151,60 +151,87 @@
 
 # ---------- explicit PAW construction for the p channel of sodium -----------
-R_CUT = 2.0
-
-
-def smooth_inside(values, first_power, n_terms):
-    """Replace values at r < R_CUT by a polynomial joined smoothly there."""
-    near = np.abs(r - R_CUT) < 0.4
-    taylor = np.polynomial.polynomial.polyfit(r[near] - R_CUT,
+upper = int(np.argmin(np.abs(e_p * EV - 25.0)))
+chosen = [1, upper]
+Phi = c_p[:, chosen]
+
+
+def smooth_inside(values, radius, first_power, n_terms):
+    """Replace values inside the radius by a smoothly joined polynomial."""
+    near = np.abs(r - radius) < 0.5
+    taylor = np.polynomial.polynomial.polyfit(r[near] - radius,
                                               values[near], 7)[:n_terms]
     powers = first_power + 2 * np.arange(n_terms)
-    system = np.array([[comb(p, n) * R_CUT ** float(p - n) for p in powers]
+    system = np.array([[comb(p, n) * radius ** float(p - n) for p in powers]
                        for n in range(n_terms)])
     coef = np.linalg.solve(system, taylor)
     poly = sum(a * r ** float(p) for a, p in zip(coef, powers))
-    return np.where(r < R_CUT, poly, values)
-
-
-upper = int(np.argmin(np.abs(e_p * EV - 25.0)))
-chosen = [1, upper]
-Phi = c_p[:, chosen]
-Phi_ps = np.column_stack([root * smooth_inside(Phi[:, k] / root, 2, 4)
-                          for k in range(2)])
-s_ps = root * smooth_inside(c_s / root, 1, 4)
-h_loc = hamiltonian(smooth_inside(pot, 0, 3), 1)
-chi = Phi_ps * e_p[chosen] - h_loc @ Phi_ps
-Proj = chi @ np.linalg.inv(Phi_ps.T @ chi)
-d_mat = np.diag(e_p[chosen]) - Phi_ps.T @ h_loc @ Phi_ps
-q_mat = Phi.T @ Phi - Phi_ps.T @ Phi_ps
-H_ps = h_loc + Proj @ d_mat @ Proj.T
-S_ps = np.eye(len(r)) + Proj @ q_mat @ Proj.T
-e_paw, c_paw = eigh(0.5 * (H_ps + H_ps.T), 0.5 * (S_ps + S_ps.T))
-
-smooth_dip = c_paw.T @ (r * s_ps)
-one_centre = Phi.T @ (r * c_s) - Phi_ps.T @ (r * s_ps)
-full_dip = smooth_dip + (c_paw.T @ Proj) @ one_centre
-f_paw = 2.0 * (e_paw - e_s) * full_dip**2 / 3.0
-f_smooth = 2.0 * (e_paw - e_s) * smooth_dip**2 / 3.0
-
-# states strictly between the two reference states were not fitted
-inner_err = np.max(np.abs(e_paw[1:upper - 1] - e_p[2:upper])) * EV
+    return np.where(r < radius, poly, values)
+
+
+def build_paw(radius, depth):
+    """PAW p states; depth is an extra smooth well in the local potential."""
+    phi_ps = np.column_stack(
+        [root * smooth_inside(Phi[:, k] / root, radius, 2, 4)
+         for k in range(2)])
+    s_ps = root * smooth_inside(c_s / root, radius, 1, 4)
+    well = np.where(r < radius, (1.0 - (r / radius) ** 2) ** 3, 0.0)
+    h_loc = hamiltonian(smooth_inside(pot, radius, 0, 3) - depth * well, 1)
+    chi = phi_ps * e_p[chosen] - h_loc @ phi_ps
+    proj = chi @ np.linalg.inv(phi_ps.T @ chi)
+    d_mat = np.diag(e_p[chosen]) - phi_ps.T @ h_loc @ phi_ps
+    q_mat = Phi.T @ Phi - phi_ps.T @ phi_ps
+    h_mat = h_loc + proj @ d_mat @ proj.T
+    s_mat = np.eye(len(r)) + proj @ q_mat @ proj.T
+    e_paw, c_paw = eigh(0.5 * (h_mat + h_mat.T), 0.5 * (s_mat + s_mat.T))
+    smooth_dip = c_paw.T @ (r * s_ps)
+    one_centre = Phi.T @ (r * c_s) - phi_ps.T @ (r * s_ps)
+    full_dip = smooth_dip + (c_paw.T @ proj) @ one_centre
+    factor = 2.0 * (e_paw - e_s) / 3.0
+    return e_paw, factor * full_dip**2, factor * smooth_dip**2
+
+
+def energy_error(e_paw):
+    """Largest error of the states strictly between the two references."""
+    return np.max(np.abs(e_paw[1:upper - 1] - e_p[2:upper])) * EV
+
+
+# Select the dataset by energies only; the strengths stay an independent test.
+trials = []
+for radius in (2.0, 2.2, 2.4, 2.6, 2.8):
+    for depth in range(0, 9):
+        try:
+            trial_energy = build_paw(radius, float(depth))[0]
+        except np.linalg.LinAlgError:   # overlap operator not positive
+            continue
+        trials.append((energy_error(trial_energy), radius, float(depth)))
+inner_err, r_cut, well_depth = min(trials)
+good = sum(1 for t in trials if t[0] < 0.2)
+e_bad, f_bad, _ = build_paw(2.0, 0.0)
+e_paw, f_paw, f_smooth = build_paw(r_cut, well_depth)
+
 inner_ae = f_ae[2:upper].sum()
 inner_paw = f_paw[1:upper - 1].sum()
+window_ae = f_ae[1:upper + 1].sum()
+window_paw = f_paw[:upper].sum()
 print("--- PAW for Na, two p partial waves ---")
-print(f"PAW augmentation radius = {R_CUT*ANG:.4f} angstrom")
-print(f"PAW reference energies = {e_p[1]*EV:.3f} and {e_p[upper]*EV:.3f} eV")
-print(f"Lowest PAW p energy = {e_paw[0]*EV:.3f} eV (no 2p state)")
+print(f"Reference energies = {e_p[1]*EV:.3f} and {e_p[upper]*EV:.3f} eV")
+print(f"Rejected dataset: lowest p energy = {e_bad[0]*EV:.3f} eV, "
+      f"f = {f_bad[0]:.5f}")
+print(f"Datasets tried = {len(trials)}, energy error below 0.2 eV = {good}")
+print(f"Selected radius = {r_cut*ANG:.4f} angstrom, "
+      f"extra well = {well_depth*EV:.2f} eV")
+print(f"Selected dataset: lowest p energy = {e_paw[0]*EV:.3f} eV")
 print(f"Unfitted states between references = {upper-2}")
 print(f"Largest energy error among them = {inner_err:.5f} eV")
 print(f"Their strength, all-electron = {inner_ae:.6f}")
 print(f"Their strength, PAW = {inner_paw:.6f}")
-print(f"Window sum, all-electron = {f_ae[1:upper+1].sum():.6f}")
-print(f"Window sum, full PAW dipole = {f_paw[:upper].sum():.6f}")
+print(f"Window sum, all-electron = {window_ae:.6f}")
+print(f"Window sum, full PAW dipole = {window_paw:.6f}")
 print(f"Window sum, smooth part only = {f_smooth[:upper].sum():.6f}")
 print(f"Sum over all PAW states, finite set = {f_paw.sum():.5f}")
 assert inner_err < 0.2
 assert abs(inner_paw - inner_ae) < 2e-3
-assert abs(f_paw[:upper].sum() - f_ae[1:upper + 1].sum()) < 2e-3
+assert abs(window_paw - window_ae) < 2e-3
+assert window_paw > 1.0
 
 print("ALL CHECKS PASSED")
```

Output now:

```
Hydrogen test: 1s energy = -13.6057 eV, f(1s->2p) = 0.41620
Box radius = 18.521 angstrom
--- Na (LDA) ---
Na 3s valence energy = -2.814 eV
Na 2p core energy = -28.861 eV
Na |<2p|z|3s>| = 0.08725 angstrom
Na f(3s->2p), length form = -0.052045
Na f(3s->2p), velocity form = -0.052045
Na f(3s->3p), first allowed = 0.95537
Na sum over all final states = 1.000000
Na sum over allowed final states = 1.052045
Na excess over one electron = 5.205 percent
Na same-spin core electrons = 5
Na their allowed sum = 4.947955
Na core plus valence, this spin = 6.000000
Na allowed sum, final energy below 25 eV = 1.00981
Na allowed sum, final energy below 100 eV = 1.03323
Na allowed sum, final energy below 300 eV = 1.04513
Na allowed sum, final energy below 1000 eV = 1.05060
--- K (LDA) ---
K 4s valence energy = -2.417 eV
K 2p core energy = -279.838 eV
K |<2p|z|4s>| = 0.00576 angstrom
K f(4s->2p), length form = -0.002412
K f(4s->2p), velocity form = -0.002412
K 3p core energy = -18.879 eV
K |<3p|z|4s>| = 0.16502 angstrom
K f(4s->3p), length form = -0.117660
K f(4s->3p), velocity form = -0.117660
K f(4s->4p), first allowed = 1.05305
K sum over all final states = 1.000000
K sum over allowed final states = 1.120072
K excess over one electron = 12.007 percent
K same-spin core electrons = 9
K their allowed sum = 8.879928
K core plus valence, this spin = 10.000000
--- PAW for Na, two p partial waves ---
Reference energies = -0.776 and 25.352 eV
Rejected dataset: lowest p energy = -20.382 eV, f = -0.03020
Datasets tried = 45, energy error below 0.2 eV = 11
Selected radius = 1.4817 angstrom, extra well = 0.00 eV
Selected dataset: lowest p energy = -0.776 eV
Unfitted states between references = 13
Largest energy error among them = 0.00320 eV
Their strength, all-electron = 0.054443
Their strength, PAW = 0.055208
Window sum, all-electron = 1.012128
Window sum, full PAW dipole = 1.012893
Window sum, smooth part only = 1.010683
Sum over all PAW states, finite set = 1.04239
ALL CHECKS PASSED
```
